# Nuclear and electronic stopping of 1 MeV protons in silicon: test program

```python
# Result under test: for a fast bare proton in silicon
#   S_n/S_e = (Z m/M2) * ln(2a/d) / ln(2 m v^2/I), of order 1e-3 at 1 MeV.
# S_n, S_e: nuclear and electronic stopping; Z, M2: silicon charge and mass;
# m: electron mass; v: proton speed; a: Thomas-Fermi screening length;
# d: head-on Coulomb approach distance; I: mean excitation energy.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad, trapezoid, cumulative_trapezoid
from scipy.special import exp1, gammaincc, digamma
from pyscf import gto, scf

# Inputs: silicon data and rough typical material parameters
Z = 14
energy = 1.0e6
density = 50.0
mean_excitation = 170.0
displacement_threshold = 20.0
silicon_mass_u = 28.09

coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
mass_si = silicon_mass_u * sc.atomic_mass
mass_ratio = mass_si / sc.m_p
reduced = mass_ratio / (1 + mass_ratio)       # in proton masses
a_tf = 0.5 * (3 * np.pi / 4)**(2 / 3) * bohr / Z**(1 / 3)


def estimate(E, I):
    """Return d, nuclear log, electronic log and stopping ratio."""
    approach = Z * coulomb / (reduced * E)
    log_n = np.log(2 * a_tf / approach)
    log_e = np.log(4 * E * sc.m_e / sc.m_p / I)
    return approach, log_n, log_e, Z * sc.m_e / mass_si * log_n / log_e


d, log_nuc, log_el, ratio = estimate(energy, mean_excitation)
electron_mv2 = 2 * energy * sc.m_e / sc.m_p
silicon_mv2 = 2 * energy * mass_ratio
t_max = 4 * mass_ratio / (1 + mass_ratio)**2 * energy
stop_n = density * 4 * np.pi * Z**2 * coulomb**2 * log_nuc / silicon_mv2
stop_e = density * 4 * np.pi * Z * coulomb**2 * log_el / electron_mv2
assert abs(stop_n / stop_e / ratio - 1) < 1e-10


# Recoil energy from two-body trajectories; units: d = v = proton mass = 1
def trajectory_recoil(b):
    start = 1.0e4
    strength = 0.5 * reduced

    def motion(t, y):
        separation = y[0:2] - y[2:4]
        force = strength * separation / np.hypot(*separation)**3
        return np.concatenate((y[4:8], force, -force / mass_ratio))

    initial = [-start, b, 0, 0, 1, 0, 0, 0]
    run = solve_ivp(motion, (0, 2 * start), initial, method="DOP853",
                    rtol=1e-10, atol=1e-11)
    assert run.success
    return 0.5 * mass_ratio * np.sum(run.y[6:8, -1]**2)


trajectory_error = 0.0
for b in (0.5, 2.0, 10.0):
    formula = 2 * reduced**2 / mass_ratio / (1 + 4 * b**2)
    error = abs(trajectory_recoil(b) / formula - 1)
    trajectory_error = max(trajectory_error, error)
assert trajectory_error < 2e-3

# Nuclear stopping by summing recoil energies over impact parameter
def loss_per_log_b(u):
    b = np.exp(u)
    return density * 2 * np.pi * b**2 * t_max / (1 + (2 * b / d)**2)


stop_n_quad = quad(loss_per_log_b, np.log(d * 1e-5), np.log(a_tf),
                   epsabs=1e-12, epsrel=1e-9, limit=200)[0]
assert abs(stop_n_quad / stop_n - 1) < 1e-5


# Electronic logarithm from all excitations of a quantum oscillator.
# B = 2 m v^2/(hbar omega); n = number of quanta transferred.
def oscillator_log(B):
    n = np.arange(2, int(4 * B) + 200)
    return 0.5 * (exp1(1 / B) + np.sum(gammaincc(n - 1, n**2 / B) / (n - 1)))


for B in (300.0, 3000.0):
    assert abs(oscillator_log(B) - np.log(B)) < 10 / B
log_el_osc = oscillator_log(2 * electron_mv2 / mean_excitation)
assert abs(log_el_osc / log_el - 1) < 0.2

# Hartree-Fock silicon atom and its spherically averaged density
mol = gto.M(atom="Si 0 0 0", basis="cc-pvdz", spin=2, verbose=0)
mf = scf.UHF(mol)
mf.chkfile = None
mf.kernel()
assert mf.converged
dm = np.asarray(mf.make_rdm1()).sum(axis=0)
r = np.geomspace(1e-5, 30, 3000)              # Bohr radii
axes = np.vstack((np.eye(3), -np.eye(3)))
corners = np.array([[i, j, k] for i in (-1, 1) for j in (-1, 1)
                    for k in (-1, 1)]) / np.sqrt(3)
rho = np.zeros_like(r)
for directions, weight in ((axes, 1 / 15), (corners, 3 / 40)):
    for direction in directions:
        ao = mol.eval_gto("GTOval_sph", np.outer(r, direction))
        rho += weight * np.einsum("pi,ij,pj->p", ao, dm, ao)
shell = 4 * np.pi * r**3 * rho                # electrons per unit log r
log_r = np.log(r)
electrons = trapezoid(shell, log_r)
assert abs(electrons - Z) < 2e-3

# Fraction of nuclear charge left after electrons in a cylinder are removed
b_grid = np.geomspace(1e-6, 30, 1200)         # Bohr radii
charge_left = np.empty_like(b_grid)
for i, b in enumerate(b_grid):
    inside = 1 - np.sqrt(np.maximum(0, 1 - (b / r)**2))
    charge_left[i] = 1 - trapezoid(shell * inside, log_r) / electrons

# Direct integral of the sideways force along a straight path
enclosed = cumulative_trapezoid(shell, log_r, initial=0) / electrons
phi = np.linspace(-np.pi / 2 + 1e-6, np.pi / 2 - 1e-6, 20001)
for b in (0.1, a_tf / bohr, 1.0):
    radius = b / np.cos(phi)
    net = 1 - np.interp(np.log(radius), log_r, enclosed)
    direct = 0.5 * trapezoid(np.cos(phi) * net, phi)
    cylinder = np.interp(np.log(b), np.log(b_grid), charge_left)
    assert abs(direct - cylinder) < 2e-3

half_d = 0.5 * d / bohr
integrand = (b_grid * charge_left)**2
integrand /= b_grid**2 + (half_d * charge_left)**2
running_log = cumulative_trapezoid(integrand, np.log(b_grid), initial=0)
log_nuc_atom = running_log[-1]
assert abs(log_nuc_atom / log_nuc - 1) < 0.15

# Quantum scattering: sum over partial waves for the same screened atom
speed_au = np.sqrt(2 * energy * sc.e / sc.m_p) / (sc.alpha * sc.c)
eta = Z / speed_au
wave_number = reduced * sc.m_p / sc.m_e * speed_au
partial = np.arange(1, int(30 * wave_number), dtype=float)
g = np.interp(np.log(partial / wave_number), np.log(b_grid), charge_left)
phase_step = np.arctan(eta * g / partial)
log_nuc_quantum = np.sum(partial * np.sin(phase_step)**2) / eta**2
assert abs(log_nuc_quantum - log_nuc_atom) < 0.05

# Recoils energetic enough to displace an atom
b_displace = 0.5 * d * np.sqrt(t_max / displacement_threshold - 1)
displacements_per_um = density * np.pi * b_displace**2 * 1000
log_displace = 0.5 * np.log(t_max / displacement_threshold)
log_displace_atom = np.interp(np.log(b_displace / bohr),
                              np.log(b_grid), running_log)
assert abs(log_displace - log_displace_atom) < 0.05
displacement_share = log_displace / log_nuc_atom

# Sizes of other neglected effects
half_bond = np.sqrt(3) / 8 * (8 / density)**(1 / 3)
outer_log = log_nuc_atom - np.interp(np.log(half_bond / bohr),
                                     np.log(b_grid), running_log)
bloch = -np.euler_gamma - digamma(1 + 1j / speed_au).real
rest_energy = sc.m_p * sc.c**2 / sc.e
beta2_classical = 2 * energy / rest_energy
beta2_true = 1 - 1 / (1 + energy / rest_energy)**2
ratio_refined = Z * sc.m_e / mass_si * log_nuc_quantum / log_el_osc
assert abs(ratio_refined / ratio - 1) < 0.25
assert 10**-3.5 < ratio < 10**-2.5
assert 10**-3.5 < ratio_refined < 10**-2.5

print(f"proton energy: {energy / 1e6:.2f} MeV")
print(f"silicon nuclear charge: {Z:d} e")
print(f"silicon atomic mass: {silicon_mass_u:.2f} u")
print(f"silicon/electron mass ratio: {mass_si / sc.m_e:.0f}")
print(f"silicon/proton mass ratio: {mass_ratio:.3f}")
print(f"atomic density, rough: {density:.0f} per nm3")
print(f"mean excitation energy, rough: {mean_excitation:.0f} eV")
print(f"Coulomb constant C: {coulomb:.4f} eV nm")
print(f"Bohr radius: {bohr:.5f} nm")
print(f"proton speed / Bohr speed: {speed_au:.3f}")
print(f"electron m v^2: {electron_mv2:.1f} eV")
print(f"electron 2 m v^2: {2 * electron_mv2:.1f} eV")
print(f"silicon M2 v^2: {silicon_mv2 / 1e6:.2f} MeV")
print(f"screening length a: {a_tf:.5f} nm")
print(f"head-on distance d: {d:.4e} nm")
print(f"maximum silicon recoil: {t_max / 1000:.1f} keV")
print(f"2a/d: {2 * a_tf / d:.0f}")
print(f"2 m v^2/I: {2 * electron_mv2 / mean_excitation:.2f}")
print(f"nuclear logarithm: {log_nuc:.3f}")
print(f"electronic logarithm: {log_el:.3f}")
print(f"ratio of logarithms: {log_nuc / log_el:.3f}")
print(f"charge-mass factor Z m/M2: {Z * sc.m_e / mass_si:.4e}")
print(f"nuclear stopping: {stop_n:.4f} eV/nm")
print(f"electronic stopping: {stop_e:.2f} eV/nm")
print(f"stopping ratio, estimate: {ratio:.3e}")
for trial_I in (140.0, 200.0):
    print(f"ratio for I={trial_I:.0f} eV: {estimate(energy, trial_I)[3]:.3e}")
for trial_E in (0.5e6, 2.0e6):
    trial = estimate(trial_E, mean_excitation)[3]
    print(f"ratio at {trial_E / 1e6:.1f} MeV: {trial:.3e}")
print(f"largest trajectory test error: {100 * trajectory_error:.4f} %")
print(f"HF atom electron count: {electrons:.5f}")
print(f"nuclear log, HF atom, classical: {log_nuc_atom:.3f}")
print(f"nuclear log, HF atom, quantum: {log_nuc_quantum:.3f}")
print(f"nuclear Coulomb parameter eta: {eta:.3f}")
print(f"electronic log, oscillator: {log_el_osc:.3f}")
print(f"stopping ratio, refined model: {ratio_refined:.3e}")
print(f"Bloch change of electronic log: {bloch:.4f}")
print(f"relativistic change of v^2: {100*(beta2_true/beta2_classical-1):.3f} %")
print(f"half bond length: {half_bond:.4f} nm")
print(f"nuclear log beyond half bond: {outer_log:.5f}")
print(f"displacement threshold, rough: {displacement_threshold:.0f} eV")
print(f"impact parameter at threshold: {b_displace:.3e} nm")
print(f"primary displacements: {displacements_per_um:.3f} per um")
print(f"nuclear loss above threshold: {100 * displacement_share:.1f} %")
print(f"electronic loss in 1 um: {stop_e:.1f} keV")
print(f"nuclear loss in 1 um: {1000 * stop_n:.1f} eV")
print("done: every assertion held")
```

Output:

```
proton energy: 1.00 MeV
silicon nuclear charge: 14 e
silicon atomic mass: 28.09 u
silicon/electron mass ratio: 51205
silicon/proton mass ratio: 27.887
atomic density, rough: 50 per nm3
mean excitation energy, rough: 170 eV
Coulomb constant C: 1.4400 eV nm
Bohr radius: 0.05292 nm
proton speed / Bohr speed: 6.327
electron m v^2: 1089.2 eV
electron 2 m v^2: 2178.5 eV
silicon M2 v^2: 55.77 MeV
screening length a: 0.01944 nm
head-on distance d: 2.0882e-05 nm
maximum silicon recoil: 133.7 keV
2a/d: 1862
2 m v^2/I: 12.81
nuclear logarithm: 7.529
electronic logarithm: 2.551
ratio of logarithms: 2.952
charge-mass factor Z m/M2: 2.7341e-04
nuclear stopping: 0.0345 eV/nm
electronic stopping: 42.71 eV/nm
stopping ratio, estimate: 8.071e-04
ratio for I=140 eV: 7.500e-04
ratio for I=200 eV: 8.620e-04
ratio at 0.5 MeV: 1.006e-03
ratio at 2.0 MeV: 6.931e-04
largest trajectory test error: 0.0101 %
HF atom electron count: 14.00000
nuclear log, HF atom, classical: 7.007
nuclear log, HF atom, quantum: 6.990
nuclear Coulomb parameter eta: 2.213
electronic log, oscillator: 2.222
stopping ratio, refined model: 8.600e-04
Bloch change of electronic log: -0.0294
relativistic change of v^2: -0.160 %
half bond length: 0.1175 nm
nuclear log beyond half bond: 0.00158
displacement threshold, rough: 20 eV
impact parameter at threshold: 8.536e-04 nm
primary displacements: 0.114 per um
nuclear loss above threshold: 62.8 %
electronic loss in 1 um: 42.7 keV
nuclear loss in 1 um: 34.5 eV
done: every assertion held
```
